A molecular dynamics run of an insulating liquid or solid supplies a sequence of nuclear configurations $R$ in a periodic cell of volume $V$ at temperature $T$. The nuclei are classical, and the electrons are in their ground state for each $R$. The run is made without an applied field, yet its dipole fluctuations determine the nuclear part of the static dielectric constant $\varepsilon$; the electronic part is computed separately on the same configurations. The problem is to obtain $\varepsilon$, first when the periodic sample is surrounded by a conductor and then when it is surrounded by a medium of relative permittivity $\varepsilon'$.

SI units are used, with $\beta=1/k_BT$. All permittivities are relative to $\varepsilon_0$.

## (a) The energy in a macroscopic field

**Let the macroscopic field in the cell be held at a small value $\mathbf E$. Find the energy that governs the nuclei, to second order in $\mathbf E$, and the total dipole of the cell.**

Let $U(R)$ be the ground-state energy at zero macroscopic field and $\mathbf M(R)$ the corresponding total dipole, nuclei plus electrons. At fixed $R$ the field polarizes the electrons. To first order the dipole becomes

$$\mathbf m(R,\mathbf E)=\mathbf M(R)+\varepsilon_0V\,\chi_\infty(R)\,\mathbf E ,$$

which defines the electronic susceptibility tensor $\chi_\infty(R)$ of that configuration.

The field is held fixed by external sources, such as electrodes at constant voltage. The quantity minimized by the electrons is then their energy minus $\mathbf m\cdot\mathbf E$. Call its minimum $H(R,\mathbf E)$. Because it is a minimum, the change of the electronic state contributes nothing to its first derivative. Only the explicit field dependence counts, so $\partial H/\partial\mathbf E=-\mathbf m$. Integration from zero field gives

$$H(R,\mathbf E)=U(R)-\mathbf M\cdot\mathbf E-\tfrac12\varepsilon_0V\,\mathbf E\cdot\chi_\infty(R)\,\mathbf E .$$

A vacuum field energy proportional to $E^2$ has been left out. It does not depend on $R$ and cancels from every average at fixed $\mathbf E$.

One point concerns the meaning of $\mathbf M$. In a periodic cell, moving one elementary charge by a lattice vector restores the same configuration but changes the dipole by that charge times that vector. The dipole is therefore defined only up to such jumps. It must be followed continuously along the trajectory, without folding charges back into the cell. This gives a bounded dipole if charges stay attached to neutral molecules or to lattice sites. If ions diffuse freely, the material conducts, the variance of $\mathbf M$ at zero macroscopic field grows with time, and the treatment below does not apply.

## (b) Conducting boundaries

**Differentiate the thermal mean of the dipole with respect to the field, and obtain $\varepsilon$ from a run at zero macroscopic field.**

The kinetic energy of classical nuclei does not depend on the field and cancels. The mean dipole is

$$\langle m_i\rangle_{\mathbf E}=\frac{\int dR\;m_i\,e^{-\beta H}}{\int dR\;e^{-\beta H}} .$$

The field enters in three places: in $m_i$, in the weight of the numerator, and in the denominator. With $\partial H/\partial E_j=-m_j$, the derivative is

$$\frac{\partial\langle m_i\rangle}{\partial E_j}=\Big\langle\frac{\partial m_i}{\partial E_j}\Big\rangle+\beta\langle m_im_j\rangle-\beta\langle m_i\rangle\langle m_j\rangle .$$

At $\mathbf E=0$ the dipole $\mathbf m$ is $\mathbf M$, and the first term is $\varepsilon_0V\langle\chi_{\infty,ij}\rangle$. The change of polarization is the change of mean dipole divided by $V$, and by definition it equals $\varepsilon_0(\varepsilon_{ij}-\delta_{ij})E_j$, summed over $j$. Division by $\varepsilon_0V$ therefore gives

$$\varepsilon_{ij}=\delta_{ij}+\langle\chi_{\infty,ij}\rangle+\frac{\langle M_iM_j\rangle-\langle M_i\rangle\langle M_j\rangle}{\varepsilon_0Vk_BT}.$$

In an isotropic system each diagonal element equals one third of the trace:

$$\boxed{\;\varepsilon=\varepsilon_\infty+\frac{\langle M^2\rangle-\langle\mathbf M\rangle^2}{3\varepsilon_0Vk_BT},\qquad \varepsilon_\infty=1+\langle\chi_\infty\rangle\;}$$

The two parts have different origins. The fluctuation term describes how the field shifts the populations of nuclear configurations. The term $\langle\chi_\infty\rangle$ describes the electrons' direct response at fixed nuclei. The latter does not appear in the fluctuations, because electrons in their ground state follow the nuclei without thermal motion of their own. It must be computed separately, from the response of the electrons to a field at fixed nuclei, averaged over configurations. The electrons do affect the fluctuation term, since $\mathbf M$ includes the dipoles they acquire at zero macroscopic field.

The averages are taken at $\mathbf E=0$. This is the condition inside a sample surrounded by a conductor, whose surface charge cancels the field of the sample's own polarization. In an Ewald sum it corresponds to omitting the term of zero wave vector.

Nothing was assumed about the shape of the distribution of $\mathbf M$, so the formula is the linear response of the simulated cell, however small. A numerical example is a cell with two interacting polarizable rotors, one of them biased so that the mean dipole is not zero. A small applied field gives $\varepsilon_{zz}=9.989$. The zero-field averages give $1.299$ for the electronic part and $8.690$ for the fluctuations, with the same sum.

## (c) A sphere of replicas in a dielectric

**Now let the periodic replicas fill a large sphere surrounded by a medium $\varepsilon'$. Find the macroscopic field inside the sphere when its polarization is $\mathbf P$, and the resulting energy per cell.**

All replicas carry the same dipole at each instant, so the sphere is uniformly polarized. Take $\mathbf P$ along $z$, a sphere of radius $s$, and a uniform field $E_0$ far away. Laplace's equation is solved by

$$\phi_{\rm in}=-E\,r\cos\theta,\qquad \phi_{\rm out}=\Big(-E_0r+\frac{B}{r^2}\Big)\cos\theta .$$

Continuity of the potential at $r=s$ gives $B=s^3(E_0-E)$.

The normal component of the displacement must also be continuous. Inside it is $(\varepsilon_0E+P)\cos\theta$. Outside it is

$$-\varepsilon_0\varepsilon'\frac{\partial\phi_{\rm out}}{\partial r}\Big|_{s}=\varepsilon_0\varepsilon'\Big(E_0+\frac{2B}{s^3}\Big)\cos\theta=\varepsilon_0\varepsilon'(3E_0-2E)\cos\theta .$$

Equating the two and collecting the terms in $E$ gives $(2\varepsilon'+1)E=3\varepsilon'E_0-P/\varepsilon_0$, or

$$\mathbf E=\mathbf E_c-\frac{\lambda\mathbf P}{\varepsilon_0},\qquad \lambda=\frac1{2\varepsilon'+1},\qquad \mathbf E_c=\frac{3\varepsilon'}{2\varepsilon'+1}\mathbf E_0 .$$

Here $\mathbf E_c$ is the field that the external sources would produce in the empty cavity. The second term is the depolarizing field, weakened by the response of the surroundings.

To find the energy, let the dipole of every cell grow together from zero to $\mathbf m$, with $\mathbf P=\mathbf m/V$. An increment $d\mathbf m$ costs $-\mathbf E\cdot d\mathbf m$ per cell, so the added energy is

$$-\int_0^{\mathbf m}\Big(\mathbf E_c-\frac{\lambda\mathbf m_1}{\varepsilon_0V}\Big)\cdot d\mathbf m_1=\frac{\lambda m^2}{2\varepsilon_0V}-\mathbf m\cdot\mathbf E_c .$$

Since the surroundings are taken to respond with their full static permittivity, this is a free energy as far as they are concerned.

A conductor has $\varepsilon'\to\infty$ and $\lambda=0$: there is no depolarizing field and no added term. Vacuum has $\lambda=1/3$ and the term $M^2/(6\varepsilon_0V)$ for rigid charges. This is the difference between summing dipole interactions over growing spheres and using the Ewald sum without its zero-wave-vector term. A direct lattice sum gives $0.3333$ for that coefficient $\lambda$.

## (d) The electrons respond to the depolarizing field

**Take $\chi_\infty$ as isotropic and the same for all configurations. Find the dipole of a configuration at $\mathbf E_c=0$ and its energy, with the electrons relaxed.**

The depolarizing field acts on the electrons too, so the dipole is no longer $\mathbf M(R)$. At fixed nuclei, the energy required to give the cell a dipole $\mathbf m$ by distorting the electrons is

$$W(R,\mathbf m)=U(R)+\frac{(\mathbf m-\mathbf M)^2}{2\varepsilon_0V\chi_\infty}.$$

This agrees with part (a): minimizing $W-\mathbf m\cdot\mathbf E$ over $\mathbf m$ gives $\mathbf m=\mathbf M+\varepsilon_0V\chi_\infty\mathbf E$, and inserting this returns $H(R,\mathbf E)$.

Add the energy from part (c) and set the derivative with respect to $\mathbf m$ to zero:

$$\frac{\mathbf m-\mathbf M}{\varepsilon_0V\chi_\infty}+\frac{\lambda\mathbf m}{\varepsilon_0V}-\mathbf E_c=0
\quad\Rightarrow\quad
\mathbf m=\frac{\mathbf M+\varepsilon_0V\chi_\infty\mathbf E_c}{a},\qquad a=1+\lambda\chi_\infty .$$

At $\mathbf E_c=0$ the dipole is $\mathbf M'=\mathbf M/a$. The electrons screen part of the nuclear polarization. With $\mathbf M'-\mathbf M=-\lambda\chi_\infty\mathbf M/a$, the energy above $U(R)$ is

$$\frac{1}{2\varepsilon_0V}\left[\frac{\lambda^2\chi_\infty M^2}{a^2}+\frac{\lambda M^2}{a^2}\right]
=\frac{\lambda M^2(1+\lambda\chi_\infty)}{2\varepsilon_0Va^2}
=\frac{\lambda M^2}{2\varepsilon_0Va}.$$

Configurations with a large dipole are thus penalized. An extra weight $e^{-\kappa M^2}$ lowers $\langle M^2\rangle$, since $d\langle M^2\rangle/d\kappa=-(\langle M^4\rangle-\langle M^2\rangle^2)\le0$, and $a\ge1$ reduces $\mathbf M'$ further. The mean-square dipole is therefore smaller than under conducting boundaries, and when the mean dipole vanishes, so are the fluctuations.

## (e) The fluctuation formula for any surroundings

**For a large isotropic system, express the fluctuations of $\mathbf M'$ in the surroundings $\varepsilon'$ through $\varepsilon$, $\varepsilon_\infty$ and $\varepsilon'$.**

By isotropy the mean dipole is zero. Write $\chi=\varepsilon-1$, and define the reduced variances

$$g=\frac{\langle M^2\rangle_{\rm cond}}{3\varepsilon_0Vk_BT}=\chi-\chi_\infty,\qquad
g'=\frac{\langle M'^2\rangle_{\varepsilon'}}{3\varepsilon_0Vk_BT}.$$

The first equality is the result of part (b).

A large cell contains many weakly correlated regions, so its dipole has a nearly Gaussian distribution. This assumption fails close to a ferroelectric instability, where the correlated regions become as large as the cell. Under conducting boundaries each component has the variance $\varepsilon_0Vk_BT\,g$. The energy from part (d) multiplies the distribution by a further Boltzmann factor:

$$p_{\varepsilon'}(\mathbf M)\propto\exp\left[-\frac{M^2}{2\varepsilon_0Vk_BT}\left(\frac1g+\frac{\lambda}{a}\right)\right].$$

The reduced variance of $\mathbf M$ is the inverse of the bracket, $ga/(a+\lambda g)$. Here $a+\lambda g=1+\lambda\chi_\infty+\lambda(\chi-\chi_\infty)=1+\lambda\chi$. Since $\mathbf M'=\mathbf M/a$, a division by $a^2$ gives

$$g'=\frac{\chi-\chi_\infty}{(1+\lambda\chi)(1+\lambda\chi_\infty)} .$$

With $1+\lambda\chi=(2\varepsilon'+\varepsilon)/(2\varepsilon'+1)$, and the same for $\chi_\infty$, this becomes

$$\boxed{\;\frac{\langle M'^2\rangle_{\varepsilon'}}{3\varepsilon_0Vk_BT}=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon'+1)^2}{(2\varepsilon'+\varepsilon)(2\varepsilon'+\varepsilon_\infty)}\;}$$

A second route confirms it. Repeat part (b) with $\mathbf E_c$ as the applied field. By part (d) the electronic response to $\mathbf E_c$ is $\varepsilon_0V\chi_\infty/a$, so the full response of the mean dipole is $\varepsilon_0V(g'+\chi_\infty/a)$. Macroscopic electrostatics gives the same response: inserting $\mathbf E=\mathbf E_c-\lambda\mathbf P/\varepsilon_0$ into $\mathbf P=\varepsilon_0\chi\mathbf E$ yields $\mathbf P=\varepsilon_0\chi\mathbf E_c/(1+\lambda\chi)$. Hence

$$g'=\frac{\chi}{1+\lambda\chi}-\frac{\chi_\infty}{1+\lambda\chi_\infty}=\frac{\chi-\chi_\infty}{(1+\lambda\chi)(1+\lambda\chi_\infty)} .$$

In the difference of the two fractions, the terms $\lambda\chi\chi_\infty$ cancel in the numerator. In this route the large-cell assumption enters through the use of one and the same $\chi$ for every kind of surroundings.

For a small cell with constant isotropic $\chi_\infty$ the conversion is exact if the dipole distribution is an isotropic Gaussian with zero mean, as in a harmonic cubic crystal without a spontaneous dipole. A Gaussian with unequal principal variances must be converted separately along each principal axis, and a nonzero mean must be subtracted; for reduced variances $5$, $5$, $20$ and $\varepsilon_\infty=1.8$, the scalar formula applied to vacuum data gives $9.14$ instead of the average $11.80$. For a non-Gaussian distribution the conversion is in general approximate. Freely rotating dipoles with a constant $\chi_\infty$ give one example of the deviation, because their dipole distribution can be computed by quadrature. In a case with $\varepsilon=11.80$, the value recovered from vacuum-boundary fluctuations is too high by $0.97\,\%$ for 64 rotors, $0.24\,\%$ for 256 and $0.06\,\%$ for 1024, relative to $\varepsilon$. In this model the deviation falls as the inverse number of rotors.

## (f) Inversion, special cases and sensitivity

**Solve for $\varepsilon$, examine the important choices of $\varepsilon'$, and find how an error in the measured variance spreads to the result.**

From part (e), $g'=g/[a(a+\lambda g)]$. Multiplying out gives $a^2g'+\lambda ag'g=g$, so

$$\varepsilon=\varepsilon_\infty+\frac{a^2g'}{1-\lambda ag'},\qquad a=1+\frac{\varepsilon_\infty-1}{2\varepsilon'+1}.$$

The special cases are as follows.

- **Conductor**, $\varepsilon'\to\infty$: $g'=\varepsilon-\varepsilon_\infty$, as in part (b).
- **Vacuum**, $\varepsilon'=1$: $g'=\dfrac{9(\varepsilon-\varepsilon_\infty)}{(\varepsilon+2)(\varepsilon_\infty+2)}$. For rigid charges, $\varepsilon_\infty=1$, this is $3(\varepsilon-1)/(\varepsilon+2)$.
- **Matched medium**, $\varepsilon'=\varepsilon$: $g'=\dfrac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+1)^2}{3\varepsilon(2\varepsilon+\varepsilon_\infty)}$. For rigid charges it is $(\varepsilon-1)(2\varepsilon+1)/(3\varepsilon)$.

These formulas need the dipole $\mathbf M'$, with electrons relaxed in the depolarizing field. Suppose instead that the nuclei move under the boundary $\varepsilon'$, but the recorded dipole is $\mathbf M$, computed with the electrons at zero macroscopic field. Its reduced variance was found in part (e) before the division by $a^2$:

$$\frac{ga}{1+\lambda\chi}=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon'+\varepsilon_\infty)}{2\varepsilon'+\varepsilon}.$$

The two dipoles differ by the factor $a$ and must not be interchanged.

For the sensitivity, take the logarithm of $g=a^2g'/(1-\lambda ag')$ at fixed $\varepsilon_\infty$ and fixed $\varepsilon'$, the value set for the run, and differentiate:

$$\frac{d\ln(\varepsilon-\varepsilon_\infty)}{d\ln g'}=1+\frac{\lambda ag'}{1-\lambda ag'}=\frac{1}{1-\lambda ag'} .$$

Since $\lambda ag'=\lambda g/(1+\lambda\chi)$, the denominator is $(1+\lambda\chi-\lambda g)/(1+\lambda\chi)=a/(1+\lambda\chi)$. The error factor is therefore

$$\frac{1+\lambda\chi}{a}=\frac{2\varepsilon'+\varepsilon}{2\varepsilon'+\varepsilon_\infty}.$$

It is 1 for a conductor and largest, among surroundings with $\varepsilon'\ge1$, for vacuum. When $\varepsilon-\varepsilon_\infty$ is much larger than $2\varepsilon'+\varepsilon_\infty$, the term $\lambda/a$ dominates $1/g$ in the bracket of part (e), and the depolarizing energy almost fixes the size of the fluctuations by itself. As $\varepsilon\to\infty$, $g'$ approaches the finite limit $1/(\lambda a)$, and strongly polar materials become hard to tell apart. The factor refers to a given relative error of the variance. The correlation time of the dipole also depends on the surroundings. If the dipole relaxes by overdamped motion with unchanged friction, its rate is proportional to the bracket of part (e), so the correlation time shortens by the same factor; by part (g), the statistical error of $\varepsilon-\varepsilon_\infty$ at equal run length then grows only as the square root of the factor.

## (g) The length of the run

**Under conducting boundaries, let the three components of $\mathbf M$ be independent Gaussian processes with zero mean and correlation function $\sigma^2e^{-|u|/\tau}$ at time separation $u$. Find the relative error of the variance from a run of length $t\gg\tau$.**

The estimate of $\sigma^2$ is the average of $M_i^2$ over time and over the three components. For a Gaussian process the covariance of $M_i^2$ at two times is twice the square of the correlation function, here $2\sigma^4e^{-2|u|/\tau}$. Averaging three independent components divides the error variance by 3:

$$\mathrm{Var}=\frac{1}{3t^2}\int_0^t\!\!\int_0^t2\sigma^4e^{-2|t_1-t_2|/\tau}\,dt_1\,dt_2\simeq\frac{2\sigma^4}{3t^2}\,t\int_{-\infty}^{\infty}e^{-2|u|/\tau}du=\frac{2\sigma^4\tau}{3t}.$$

The last integral equals $\tau$. The relative error is thus $\delta=\sqrt{2\tau/(3t)}$, and the required length is $t=2\tau/(3\delta^2)$. Here $\delta$ is one standard deviation and the mean is taken as known to be zero. If the mean of the run is subtracted, as in part (b), the estimate is in addition too low on average by the fraction $2\tau/t$, about $2\,\%$ for $t=100\,\tau$. For $t=100\,\tau$ the formula gives $8.2\,\%$, and a set of 2000 sampled trajectories gives $8.4\,\%$; the difference is comparable to the sampling scatter of that estimate, between $0.1$ and $0.2$ percentage points.

## (h) Numbers for a model polar liquid

**A model liquid has $V=4\ \mathrm{nm^3}$, $T=300$ K, $\varepsilon_\infty=1.8$ and, under conducting boundaries, a dipole variance of $3000\ \mathrm{D^2}$. Find $\varepsilon$, and compare other surroundings.**

With $k_BT=4.142\times10^{-21}$ J and $1\ \mathrm D=3.3356\times10^{-30}$ C m, the prefactor is

$$\frac{1}{3\varepsilon_0Vk_BT}=0.025283\ \mathrm{D^{-2}} .$$

The fluctuation part is $g=0.025283\times3000=75.85$, and

$$\varepsilon=1.8+75.85=77.65 .$$

In vacuum the same liquid would have

$$g'=\frac{9\times75.85}{(77.65+2)(1.8+2)}=2.255,$$

a variance of $2.255/0.025283=89.2\ \mathrm{D^2}$. The other rows follow in the same way from part (e) and share its Gaussian assumption, which is only approximate for a cell of this size. The last column is the value of $\varepsilon$ inferred when the variance is overestimated by $1\,\%$. In the last two columns $\varepsilon'$ is held at the value of its row, $77.65$ for the matched medium.

| $\varepsilon'$ | Variance (D²) | Error factor | $\varepsilon$ at $+1\,\%$ |
|---|---:|---:|---:|
| 1 | 89.2 | 20.96 | 97.5 |
| 10 | 621.5 | 4.48 | 81.2 |
| $\varepsilon$ | 2003 | 1.48 | 78.8 |
| $\infty$ | 3000 | 1.00 | 78.4 |

For vacuum, an excess of $1\,\%$ in the variance raises $\varepsilon-\varepsilon_\infty$ by about $26\,\%$. This is more than the $21\,\%$ expected from the error factor, which holds for infinitesimal errors. The variance already lies close to its upper limit of $93.7\ \mathrm{D^2}$, where the inferred $\varepsilon$ diverges.

The boundary condition must match the formula. If the vacuum-boundary variance were inserted into the conducting formula, the result would be $1.8+2.255=4.06$ instead of $77.65$.

Finally, let $\tau=10$ ps under conducting boundaries. A relative error of $5\,\%$ in the fluctuation part requires

$$t=\frac{2\times10\ \mathrm{ps}}{3\times0.05^2}\approx2670\ \mathrm{ps}.$$

The numerical check checks the formulas and computes these numbers.

## Values computed for the example and the checks

```
Surface tensor, spherical minus Ewald (eps0 V = 1): 0.33333
Rotor cell, conducting: eps_zz, eps_inf_zz, fluctuation part (no unit):
  9.9894, 1.2994, 8.6900
Harmonic crystal: eps = 10.8571, eps_inf = 1.6000 (no unit)
Free rotors, large-N eps = 11.80 (no unit)
  N = 64: eps from vacuum data = 11.9145, deviation = 0.970 %
  N = 256: eps from vacuum data = 11.8284, deviation = 0.241 %
  N = 1024: eps from vacuum data = 11.8071, deviation = 0.060 %
Variance error, run of 100 tau: sampled 8.36 %, predicted 8.16 %
Example: model polar liquid
  V = 4.0 nm^3, T = 300 K, eps_inf = 1.8
  dipole variance, conducting = 3000 D^2
  rms total dipole = 54.77 D
  1 D = 3.33564e-30 C m
  kB T = 4.1419e-21 J
  1/(3 eps0 V kB T) = 0.025283 per D^2
  fluctuation part g = 75.848 (no unit)
  eps = 77.648 (no unit)
  eps_out = 1: g = 2.2554, variance = 89.21 D^2
    error factor = 20.960, eps if variance +1 % = 97.51
  eps_out = 10: g = 15.7131, variance = 621.50 D^2
    error factor = 4.479, eps if variance +1 % = 81.17
  eps_out = eps: g = 50.6319, variance = 2002.63 D^2
    error factor = 1.483, eps if variance +1 % = 78.78
  eps_out = infinity: g = 75.8482, variance = 3000.00 D^2
    error factor = 1.000, eps if variance +1 % = 78.41
  vacuum: upper limit of g = 2.3684, of variance = 93.68 D^2
  conducting formula misused on vacuum data: eps = 4.055
  run for 5 % error at tau = 10 ps, conducting: 2667 ps
```
